# Plane-wave basis error of the two-dimensional electron gas at second order: verification in Python

```python
# 2D electron gas, Hartree units, v(q)=2pi/q, area A, M plane waves |k|<=kc, x=kc/kF.
# Under test: opposite-spin amplitudes t -> -2pi/(A q^3); second-order basis error
# dE_os -> Nup*Ndn/(4M); unpolarised dE_os/N = (1+c1/x+c2/x^2)/(8x^2), c1=256/(45pi^2),
# c2=3/4; same spin dE_ss/N -> 1/(64x^4); exact two-electron error -> g0/(4M),
# g0 = on-top pair density over its uncorrelated value. K=ki+kj, p0=(ki-kj)/2,
# ka,kb = K/2 +- p. dE = E(M)-E(infinity).
import numpy as np
from numpy import pi
from scipy.special import j0
from scipy.optimize import brentq
from scipy.fft import rfft2, irfft2, next_fast_len
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]

def gl(n, a, b):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5*(b-a)*t+0.5*(a+b), 0.5*(b-a)*w

# Fourier transforms by Hankel quadrature, damping eta=1
t, w = gl(10, 0, 0.025)
r = (np.arange(2000)[:, None]*0.025+t).ravel(); wr = np.tile(w, 2000)
for q in (10.0, 40.0):
    fc = 2*pi*np.sum(wr*np.exp(-r)*j0(q*r))
    fr = 2*pi*np.sum(wr*r*r*np.exp(-r)*j0(q*r))
    assert abs(fc*np.sqrt(q*q+1)/(2*pi)-1) < 1e-7
    assert abs(fr*(q*q+1)**2.5/(2*pi*(2-q*q))-1) < 1e-6
    assert abs(-fr*q**3/(2*pi)-1) < 5/q**2
print(f"FT[r e^-r] q^3/(2pi) at q=40/bohr: {fr*q**3/(2*pi):.5f}")

# Infinite gas (kF=1): quadrature of the exact missing-energy integrals
rr, w = gl(14, 0, 1); wd = 2*rr*w
al, wa = gl(20, 0, pi)
R1, R2, AL = [z.ravel() for z in np.meshgrid(rr, rr, al, indexing='ij')]
W = (wd[:, None, None]*wd[None, :, None]*wa[None, None, :]/pi).ravel()
ki = R1+0j; kj = R2*np.exp(1j*AL)
K = ki+kj; P0 = (ki-kj)/2
c1, c2 = 256/(45*pi**2), 0.75
meanK = W @ abs(K)
assert abs(meanK-128/(45*pi)) < 1e-3
assert abs(W @ abs(K)**2-1) < 1e-9 and abs(W @ abs(P0)**2-0.25) < 1e-9
t, w = gl(8, 0, pi/2)
ph = np.concatenate([t+m*pi/2 for m in range(4)]); wph = np.tile(w, 4)
s, ws = gl(8, 0, 1)

def tails(x):
    aK = abs(K)[:, None]
    pm = (np.sqrt(x*x-(aK*np.sin(ph))**2/4)-abs(aK*np.cos(ph))/2)[:, :, None]
    c = np.cos(np.angle(K)[:, None]+ph-np.angle(P0)[:, None])[:, :, None]
    p0 = abs(P0)[:, None, None]; p = pm/s
    dm = np.sqrt(p*p+p0*p0-2*p*p0*c); dp = np.sqrt(p*p+p0*p0+2*p*p0*c)
    jac = pm**2/s**3/(p*p-p0*p0)
    Ios = W @ ((jac/dm**2) @ ws @ wph)
    Iss = W @ ((jac*(1/dm-1/dp)**2) @ ws @ wph)
    n = 1/(2*pi)
    return n/4*Ios, n/8*Iss

series = lambda x: (1+c1/x+c2/x**2)/(8*x*x)
print(f"<|K|>/kF quadrature {meanK:.5f}; c1 = {c1:.5f}; c2 = {c2:.2f}")
T = {x: tails(x) for x in (5.0, 10.0, 20.0, 40.0)}
for x, (o, e) in T.items():
    assert abs(o-series(x))*8*x*x < 2/x**3+1e-3/x   # next order + <|K|> quadrature
    print(f"x={x:.0f}: 8x^2 dE_os/N = {8*x*x*o:.5f} Ha (series {8*x*x*series(x):.5f}),"
          f" 64x^4 dE_ss/N = {64*x**4*e:.4f} Ha")
rich = 2*64*40.0**4*T[40.0][1]-64*20.0**4*T[20.0][1]
assert abs(rich-1) < 0.01
print(f"Richardson limit of 64x^4 dE_ss/N: {rich:.4f} Ha")

# Lindhard route
def chi(q, om, kF):
    z = q*q/2+1j*om
    return -(kF**2/pi)*np.real(1/(z+np.sqrt(z-kF*q)*np.sqrt(z+kF*q)))
def chi2(q, kF, n):
    u, wu = gl(n, 0, 1); q = q[:, None]; sc = kF*q+q*q/2
    return (chi(q, sc*u/(1-u), kF)**2*sc/(1-u)**2) @ wu
def eos_above(Q, kF, n):
    u, wu = gl(n, 0, 1)
    return -(2*pi/kF**2)*np.sum(wu/u*chi2(Q/u, kF, n))
def eos(kF, n):
    q, wq = gl(n, 0, 2*kF)
    return -(2*pi/kF**2)*np.sum(wq/q*chi2(q, kF, n))+eos_above(2*kF, kF, n)
a, wa2 = gl(60, 0, 1); th = 2*pi*np.arange(120)/120
D = 0.5+a[:, None]*np.cos(th)                      # q=1, omega=0.3
direct = -np.sum((wa2*a)[:, None]*2*D/(D*D+0.09))*(2*pi/120)/(2*pi)**2
assert abs(direct/chi(1.0, 0.3, 1.0)-1) < 1e-6
t3 = 2*pi*np.arange(40)/40                         # q=3: <1/(q^2+2q.p0)> over two discs
av = W @ np.mean(1/(9+6*abs(P0)[:, None]*np.cos(t3)), axis=1)
assert abs(chi2(np.array([3.0]), 1.0, 200)[0]/(2*pi)/(av/(4*pi)**2)-1) < 1e-5
Eos = eos(1.0, 300)
assert abs(Eos-eos(0.37, 200)) < 1e-5
Rq = -eos_above(10.0, 1.0, 100)*800
assert abs(Rq-1-0.25/100) < 1e-4
print(f"cutoff on q, x=10: 8x^2 dE_os/N = {Rq:.5f} Ha")
print(f"total second-order eps_os = {Eos:.5f} Ha = {Eos*EV:.4f} eV per electron")

rs = 1.0; kF = np.sqrt(2)/rs; x = 5.0; kc = x*kF
print(f"example rs={rs:.0f} bohr: kF={kF:.4f}/bohr, kc={kc:.4f}/bohr, "
      f"Ecut={kc*kc/2:.2f} Ha, M/N={x*x/2:.2f}")
print(f" dE_os/N: leading {1e3/(8*rs*rs*kc*kc/2):.3f}, series {1e3*series(x):.3f}, "
      f"exact {1e3*T[x][0]:.3f} mHa = {T[x][0]*EV:.4f} eV")
print(f" dE_ss/N: leading {1e3/(64*x**4):.4f}, exact {1e3*T[x][1]:.4f} mHa")
print(f" dE_os/|eps_os| = {100*T[x][0]/abs(Eos):.2f} %")
x1 = brentq(lambda y: series(y)-1e-3, 3, 50)
assert abs(tails(x1)[0]/1e-3-1) < 2e-3
print(f" 1 mHa/electron: M/N leading {1/16e-3:.1f}, series {x1*x1/2:.1f}, "
      f"x={x1:.2f}, Ecut={(x1*kF)**2/2:.1f} Ha")

# Explicit lattice sums in a periodic cell
A = 26*pi*rs**2; g = 2*pi/np.sqrt(A); O = 84
ax = np.arange(-O, O+1); GX, GY = np.meshgrid(ax, ax, indexing='ij'); N2 = GX**2+GY**2
cuts = (100, 400, 1600, 6400)
Ms = np.array([np.sum(N2 <= c) for c in cuts], float); kcs = np.sqrt(4*pi*Ms/A)
occ = lambda m: list(zip(GX[N2 <= m], GY[N2 <= m]))
def eps(m, hf):
    e = g*g*N2/2.0
    if hf:
        for ix, iy in occ(m):
            d = np.hypot(GX-ix, GY-iy); d[d == 0] = np.inf
            e = e-2*pi/(A*g*d)
    return e
def pairsum(mA, mB, hf, same):
    eA, eB = eps(mA, hf), eps(mB, hf)
    sel = (N2 > mA) & (N2 <= cuts[-1]); X, Y, a2, ea = GX[sel], GY[sel], N2[sel], eA[sel]
    out = np.zeros(len(cuts)); m1 = m2 = mp = 0.0
    for ix, iy in occ(mA):
        vi = 2*pi/(A*g*np.hypot(X-ix, Y-iy))
        for jx, jy in occ(mB):
            bx, by = ix+jx-X, iy+jy-Y; b2 = bx*bx+by*by; ok = b2 > mB
            den = (ea+eB[bx+O, by+O]-eA[ix+O, iy+O]-eB[jx+O, jy+O])[ok]
            assert den.min() > 0
            v = vi-2*pi/(A*g*np.hypot(X-jx, Y-jy)) if same else vi
            term = -v[ok]**2/den*(0.25 if same else 1.0)
            key = np.maximum(a2, b2)[ok]
            out += [term[key <= c].sum() for c in cuts]
            Kk = g*np.hypot(ix+jx, iy+jy); pp = g*g*((ix-jx)**2+(iy-jy)**2)/4
            m1 += 2/pi*Kk; m2 += Kk*Kk/2+pp; mp += pp
    npair = len(occ(mA))*len(occ(mB))
    pred = pi*mp/(4*A*kcs**4) if same else (npair+m1/kcs+m2/kcs**2)/(4*Ms)
    return out, pred
print(f"cell: A={A:.3f} bohr^2, 2pi/L={g:.4f}/bohr, M={[int(m) for m in Ms]}")
for lab, mA, mB, hf, tol in (("13+13 free", 4, 4, 0, 0.01), ("13+13 HF", 4, 4, 1, 0.02),
                             ("13+5 free", 4, 1, 0, 0.01)):
    E, P = pairsum(mA, mB, hf, False); N = len(occ(mA))+len(occ(mB))
    rat = (E[:3]-E[3])/(P[:3]-P[3])
    assert np.all(abs(rat[1:]-1) < tol)
    print(f"{lab}: E_os/N mHa", np.round(1e3*E/N, 3))
    print("  predicted dE/N mHa", np.round(1e3*P/N, 3))
    print("  corrected mHa", np.round(1e3*(E-P)/N, 3), "ratios", np.round(rat, 4))
print("13+13 leading N/(16M) mHa", np.round(1e3*26/(16*Ms), 3))
E, P = pairsum(4, 4, 0, True)
rss = (E[2]-E[3])/(P[2]-P[3])
assert abs(rss-1) < 0.12                           # O(kF/kc) term not included
print("13+13 free E_ss/N mHa", np.round(1e3*2*E/26, 4), f"ratio {rss:.3f}")

# Exact two-electron singlet, K=0, rs=1
A2 = 2*pi*rs**2; g2 = 2*pi/np.sqrt(A2)
def two(n):
    F = next_fast_len(4*n+1, real=True); f = np.rint(np.fft.fftfreq(F, 1.0/F))
    n2 = f[:, None]**2+f[None, :]**2; m = n2 <= n*n
    d = np.sqrt(n2); d[0, 0] = np.inf; vh = rfft2(2*pi/(A2*g2*d))
    c = np.zeros((F, F)); c[0, 0] = 1; den = g2*g2*n2; den[0, 0] = 1e9
    for it in range(200):
        vc = irfft2(rfft2(c)*vh, s=(F, F)); E = vc[0, 0]
        new = np.where(m, -vc/(den-E), 0.0); new[0, 0] = 1
        ch = abs(new-c).max(); c = new
        if ch < 1e-14: break
    assert ch < 1e-12
    return E, c, int(m.sum())
sel = N2 <= 64; X, Y = GX[sel], GY[sel]
d = np.hypot(X[:, None]-X, Y[:, None]-Y); np.fill_diagonal(d, np.inf)
assert abs(np.linalg.eigvalsh(np.diag(g2*g2*N2[sel])+2*pi/(A2*g2*d))[0]-two(8)[0]) < 1e-10
S = {n: two(n) for n in (24, 48, 96)}
Er, c, Mr = S[96]
psi0 = c.sum()/(1+1/np.sqrt(4*pi*Mr/A2))           # removes the 0.4 % truncated cusp tail
g0 = psi0**2/np.sum(c*c)
print(f"two electrons: A={A2:.4f} bohr^2, 2pi/L={g2:.4f}/bohr, g0={g0:.4f}")
assert g0 < 0.9                                    # so the g0 factor is really tested
for nx, ny in ((10, 0), (20, 0), (12, 16)):
    k = g2*np.hypot(nx, ny); am = c[nx, ny]*k**3*A2/(2*pi*psi0)
    assert abs(am+1) < 5/k**2+2e-3
    print(f" n=({nx},{ny}) k={k:.2f}/bohr: c_k k^3 A/(2pi psi0) = {am:.5f}")
for n in (24, 48):
    En, _, Mn = S[n]; kn = np.sqrt(4*pi*Mn/A2)
    rat = (En-Er)/(g0/4*(1/Mn-1/Mr))
    assert abs(rat-1) < 1.5/kn
    print(f" M={Mn}, kc={kn:.1f}/bohr: E={En:.8f} Ha, g0/(4M)={g0/(4*Mn):.3e} Ha,"
          f" ratio {rat:.4f}")
print(f" M={Mr}: E={Er:.8f} Ha, corrected {Er-g0/(4*Mr):.8f} Ha")
print("done: every assertion held")
```

It prints:

```
FT[r e^-r] q^3/(2pi) at q=40/bohr: -0.99719
<|K|>/kF quadrature 0.90540; c1 = 0.57640; c2 = 0.75
x=5: 8x^2 dE_os/N = 1.15097 Ha (series 1.14528), 64x^4 dE_ss/N = 1.2226 Ha
x=10: 8x^2 dE_os/N = 1.06577 Ha (series 1.06514), 64x^4 dE_ss/N = 1.0935 Ha
x=20: 8x^2 dE_os/N = 1.03077 Ha (series 1.03070), 64x^4 dE_ss/N = 1.0430 Ha
x=40: 8x^2 dE_os/N = 1.01489 Ha (series 1.01488), 64x^4 dE_ss/N = 1.0206 Ha
Richardson limit of 64x^4 dE_ss/N: 0.9982 Ha
cutoff on q, x=10: 8x^2 dE_os/N = 1.00252 Ha
total second-order eps_os = -0.15343 Ha = -4.1749 eV per electron
example rs=1 bohr: kF=1.4142/bohr, kc=7.0711/bohr, Ecut=25.00 Ha, M/N=12.50
 dE_os/N: leading 5.000, series 5.726, exact 5.755 mHa = 0.1566 eV
 dE_ss/N: leading 0.0250, exact 0.0306 mHa
 dE_os/|eps_os| = 3.75 %
 1 mHa/electron: M/N leading 62.5, series 66.0, x=11.49, Ecut=132.0 Ha
cell: A=81.681 bohr^2, 2pi/L=0.6952/bohr, M=[317, 1257, 5025, 20081]
13+13 free: E_os/N mHa [-151.352 -155.91  -156.957 -157.208]
  predicted dE/N mHa [5.893 1.379 0.334 0.082]
  corrected mHa [-157.244 -157.289 -157.29  -157.29 ] ratios [1.0079 1.0011 1.0001]
13+13 HF: E_os/N mHa [-146.755 -151.228 -152.27  -152.521]
  predicted dE/N mHa [5.893 1.379 0.334 0.082]
  corrected mHa [-152.648 -152.607 -152.603 -152.603] ratios [0.9923 0.9969 0.9989]
13+5 free: E_os/N mHa [-125.29  -127.74  -128.314 -128.453]
  predicted dE/N mHa [3.19  0.758 0.184 0.046]
  corrected mHa [-128.48  -128.498 -128.499 -128.499] ratios [1.0058 1.0008 1.0001]
13+13 leading N/(16M) mHa [5.126 1.293 0.323 0.081]
13+13 free E_ss/N mHa [-29.0146 -29.0471 -29.0489 -29.049 ] ratio 1.047
two electrons: A=6.2832 bohr^2, 2pi/L=2.5066/bohr, g0=0.3488
 n=(10,0) k=25.07/bohr: c_k k^3 A/(2pi psi0) = -1.00270
 n=(20,0) k=50.13/bohr: c_k k^3 A/(2pi psi0) = -1.00106
 n=(12,16) k=50.13/bohr: c_k k^3 A/(2pi psi0) = -1.00106
 M=1793, kc=59.9/bohr: E=-0.11473320 Ha, g0/(4M)=4.864e-05 Ha, ratio 1.0147
 M=7213, kc=120.1/bohr: E=-0.11477034 Ha, g0/(4M)=1.209e-05 Ha, ratio 1.0082
 M=28917: E=-0.11477949 Ha, corrected -0.11478251 Ha
done: every assertion held
```
